# Parabolic oxidation does not identify the diffusion path through the scale: a program that tests the result

```python
"""
Result under test: a scale crossed by straight grain boundaries of fixed
spacing grows as X^2 = 2 k t, with
    k = (1/2) * integral of [(1-f) D_lat + f D_gb] d ln p,
    f = 2 delta/g - (delta/g)^2,
whatever the ratio of boundary to lattice transport.
X: scale thickness; t: time; p: local equilibrium O2 pressure;
D_lat, D_gb: oxygen self-diffusivities in lattice and boundary;
delta: boundary width; g: grain spacing; f: boundary area fraction.
SI units are used inside the program unless a test is dimensionless.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve
from scipy.special import erf


# ---- Coupled ion and electron transport, elementary charge = 1 ----
sigma_i, sigma_e, grad_mu = 2.0, 7.0, 1.3
# unknowns: oxygen-ion flux, gradients of ion and electron potentials
equations = np.array([[1.0, sigma_i / 4, 0.0],
                      [2.0, 0.0, -sigma_e],
                      [0.0, 1.0, -2.0]])
ion_flux = np.linalg.solve(equations, [0.0, 0.0, grad_mu])[0]
wagner_flux = -sigma_i / 4 * sigma_e / (sigma_i + sigma_e) * grad_mu
assert np.isclose(ion_flux, wagner_flux, rtol=1e-12)


# ---- Two-dimensional steady transport with lateral exchange ----
def test_d_lat(u):
    return np.exp(1.5 * u)


def test_d_gb(u):
    return 50.0 * np.exp(-2.0 * u)


def steady_flux(thickness, width, strip, nx=40, cells_per_width=40):
    """Mean flux for scaled ln p equal to 0 and 1 at the two faces."""
    ny = int(round(width * cells_per_width))
    dx, dy = thickness / nx, width / ny
    in_boundary = (np.arange(ny) + 0.5) * dy < strip
    index = np.arange((nx + 1) * ny).reshape(nx + 1, ny)
    first = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    second = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    free = index[1:-1].ravel()
    fixed = np.concatenate([index[0], index[-1]])
    u = np.repeat(np.linspace(0, 1, nx + 1)[:, None], ny, axis=1)

    def diffusivity(values):
        return np.where(in_boundary, test_d_gb(values), test_d_lat(values))

    converged = False
    for _ in range(100):
        through = diffusivity((u[1:] + u[:-1]) / 2) * dy / dx
        local = diffusivity(u)
        side = 2 / (1 / local[:, 1:] + 1 / local[:, :-1]) * dx / dy
        weights = np.concatenate([through.ravel(), side.ravel()])
        links = coo_matrix((weights, (first, second)),
                           shape=(u.size, u.size)).tocsr()
        links = links + links.T
        matrix = (diags(np.asarray(links.sum(axis=1)).ravel())
                  - links).tocsr()
        flat = u.ravel().copy()
        rhs = -matrix[free][:, fixed] @ flat[fixed]
        flat[free] = spsolve(matrix[free][:, free].tocsc(), rhs)
        change = np.max(np.abs(flat - u.ravel()))
        u = flat.reshape(u.shape)
        if change < 1e-10:
            converged = True
            break
    assert converged
    through = diffusivity((u[1:] + u[:-1]) / 2) * dy / dx
    currents = np.sum(through * np.diff(u, axis=0), axis=1)
    assert np.ptp(currents) < 1e-6 * np.mean(currents)
    return np.mean(currents) / width, np.max(np.ptp(u, axis=1))


strip = 0.1
integral_lat = quad(test_d_lat, 0, 1)[0]
integral_gb = quad(test_d_gb, 0, 1)[0]
path_sum = (1 - strip) * integral_lat + strip * integral_gb
path_errors = []
for test_thickness in (0.3, 1.0, 3.0):
    flux, spread = steady_flux(test_thickness, 1.0, strip)
    path_errors.append(abs(flux * test_thickness / path_sum - 1))
    if test_thickness == 1.0:
        flux_small_grain, lateral_spread = flux, spread
# Midpoint evaluation of D on the grid causes an error below 0.2 percent.
assert max(path_errors) < 2e-3
assert lateral_spread > 0.05
flux_large_grain, _ = steady_flux(1.0, 2.0, strip)
inferred_share = 2 * (1 - flux_large_grain / flux_small_grain)
direct_share = strip * (integral_gb - integral_lat) / path_sum
assert abs(inferred_share - direct_share) < 5e-3


# ---- Boundary area fraction for hexagonal columns by point counting ----
def boundary_fraction(delta, spacing):
    return 2 * delta / spacing - (delta / spacing) ** 2


n_points = 400
a, b = np.meshgrid((np.arange(n_points) + 0.5) / n_points,
                   (np.arange(n_points) + 0.5) / n_points)
px, py = a + b / 2, b * np.sqrt(3) / 2
squared = np.array([(px - i - j / 2) ** 2 + (py - j * np.sqrt(3) / 2) ** 2
                    for i in range(-1, 3) for j in range(-1, 3)])
nearest = np.partition(squared, 1, axis=0)[:2]
counted = np.mean((nearest[1] - nearest[0]) / 2 < 0.1 / 2)
# The finite point grid limits the accuracy of the counted area.
assert abs(counted - boundary_fraction(0.1, 1.0)) < 3e-3


# ---- Moving boundary with oxygen storage in the scale ----
def stefan_rate(storage):
    """Return k/D for a stored excess fraction at the outer face."""
    root = brentq(lambda z: np.sqrt(np.pi) * z * np.exp(z * z) * erf(z)
                  - storage, 1e-8, 2.0)
    return 2 * root ** 2


test_storage, n_grid = 0.3, 60
position = np.linspace(0, 1, n_grid + 1)
h = position[1]


def moving_scale(_, state):
    """State: interior excess, thickness, time; clock is dt/X^2, D = 1."""
    excess = np.concatenate([[1.0], state[:-2], [0.0]])
    end_slope = (-4 * excess[-2] + excess[-3]) / (2 * h)
    rate = -test_storage * end_slope
    curvature = (excess[2:] - 2 * excess[1:-1] + excess[:-2]) / h ** 2
    slope = (excess[2:] - excess[:-2]) / (2 * h)
    return np.concatenate([curvature + position[1:-1] * rate * slope,
                           [rate * state[-2], state[-2] ** 2]])


start_state = np.concatenate([1 - position[1:-1], [0.01, 0.0]])
moving = solve_ivp(moving_scale, (0, 20), start_state, method="BDF",
                   rtol=1e-7, atol=1e-10)
assert moving.success
simulated_rate = moving.y[-2, -1] ** 2 / (2 * moving.y[-1, -1])
assert np.isclose(simulated_rate, stefan_rate(test_storage), rtol=1e-3)


# ---- Worked model scale ----
temperature = 1400.0
p_out, p_in = 150 * const.torr, 1e-27 * const.torr
delta, grain = 1e-9, 0.5e-6
d_gb, d_lat = 1e-16, 1e-23
hour = const.hour
run_time = 100 * hour
log_ratio = np.log(p_out / p_in)


def mean_diffusivity(spacing, lattice=d_lat):
    fraction = boundary_fraction(delta, spacing)
    return (1 - fraction) * lattice + fraction * d_gb


d_mean = mean_diffusivity(grain)
k = d_mean * log_ratio / 2
k_lattice = d_lat * log_ratio / 2
thickness = np.sqrt(2 * k * run_time)
k_double = mean_diffusivity(2 * grain) * log_ratio / 2
excess_share = 2 * (1 - k_double / k)
d_apparent = 2 * k / log_ratio


# ---- Slice-by-slice growth with constant or widening columns ----
def grow_slices(widening, x_max, lattice=d_lat, slices=8000):
    x = np.linspace(0, x_max, slices + 1)
    middle = (x[1:] + x[:-1]) / 2
    slice_resistance = np.diff(x) / mean_diffusivity(
        grain + widening * middle, lattice)
    resistance = np.concatenate([[0], np.cumsum(slice_resistance)])
    elapsed = cumulative_trapezoid(2 * resistance / log_ratio, x, initial=0)
    return x, elapsed


def end_exponent(x, elapsed):
    return np.log(x[-1] / x[-81]) / np.log(elapsed[-1] / elapsed[-81])


x_constant, t_constant = grow_slices(0.0, 4e-6)
assert np.isclose(x_constant[-1] ** 2, 2 * k * t_constant[-1], rtol=1e-6)
exponent_constant = end_exponent(x_constant, t_constant)
assert abs(exponent_constant - 0.5) < 1e-5

widening = 0.1
x_wide, t_wide = grow_slices(widening, 4e-6)
closed_time = ((grain * x_wide[-1] ** 2 / 2 + widening * x_wide[-1] ** 3 / 6)
               / (delta * d_gb * log_ratio))
# The closed law drops lattice flow and the square of delta/g.
assert np.isclose(closed_time, t_wide[-1], rtol=3e-3)
thickness_wide = np.interp(run_time, t_wide, x_wide)
x_wide_run, t_wide_run = grow_slices(widening, thickness_wide)
exponent_wide = end_exponent(x_wide_run, t_wide_run)
x_late, t_late = grow_slices(widening, 1000 * grain / widening, lattice=0.0)
assert abs(end_exponent(x_late, t_late) - 1 / 3) < 2e-3


# ---- Uniform coarsening, with grain spacing doubled during the run ----
coarsening = 3 * grain ** 2 / run_time


def coarsened_square(duration, lattice=d_lat):
    def integrand(v):
        spacing = np.sqrt(grain ** 2 + coarsening * duration * v * v)
        return (log_ratio * mean_diffusivity(spacing, lattice)
                * 2 * duration * v)
    # Scaling the integral to order one keeps the adaptive error control valid.
    scale = log_ratio * d_mean * duration
    return scale * quad(lambda v: integrand(v) / scale, 0, 1,
                        epsabs=1e-12, epsrel=1e-9, limit=200)[0]


square_coarse = coarsened_square(run_time)
final_grain = np.sqrt(grain ** 2 + coarsening * run_time)
closed_square = (4 * delta * d_gb * log_ratio
                 * (final_grain - grain) / coarsening)
assert np.isclose(square_coarse, closed_square, rtol=3e-3)
thickness_coarse = np.sqrt(square_coarse)
late_time = 1e5 * run_time
late_low = coarsened_square(late_time * 0.99, lattice=0.0)
late_high = coarsened_square(late_time * 1.01, lattice=0.0)
late_exponent = 0.5 * np.log(late_high / late_low) / np.log(1.01 / 0.99)
assert abs(late_exponent - 0.25) < 2e-3


# ---- Sizes of other neglected effects ----
initial_thickness = 50e-9
initial_effect = np.sqrt(1 + initial_thickness ** 2 / thickness ** 2) - 1
storage = 1e-4
storage_effect = 1 - stefan_rate(storage) / storage
assert np.isclose(storage_effect, storage / 3, rtol=1e-3)

oxygen_density = 7e28
thermal_energy = const.k * temperature
ionic_conductivity = (4 * const.e ** 2 * oxygen_density * d_mean
                      / thermal_energy)
electronic_needed = 99 * ionic_conductivity
assert np.isclose(electronic_needed
                  / (electronic_needed + ionic_conductivity), 0.99)

oxygen_mass = 31.998 * const.atomic_mass
impingement = p_out / np.sqrt(2 * np.pi * oxygen_mass * thermal_energy)
speed_scale = np.sqrt(2 * thermal_energy / oxygen_mass)
speed_integral = quad(lambda s: s * np.exp(-s * s) / np.sqrt(np.pi), 0, 12)[0]
assert np.isclose(impingement,
                  p_out / thermal_energy * speed_scale * speed_integral,
                  rtol=1e-8)
needed_probability = (oxygen_density * k / initial_thickness
                      / (2 * impingement))

alloy_diffusivity, aluminium_density = 1e-13, 8e27
flux_coefficient = 2 / 3 * oxygen_density * np.sqrt(k / 2)
surface_drop = flux_coefficient * np.sqrt(np.pi / alloy_diffusivity)
# Integrate the half-space response to a surface flux proportional to t^-1/2.
response = quad(lambda s: 1.0, 0, 1, weight="alg", wvar=(-0.5, -0.5))[0]
assert np.isclose(surface_drop, flux_coefficient * response
                  / np.sqrt(np.pi * alloy_diffusivity), rtol=1e-8)
depletion = surface_drop / aluminium_density
assert 0 < depletion < 1
depletion_effect = -4 / 3 * np.log(1 - depletion) / log_ratio
alloy_length = np.sqrt(alloy_diffusivity * run_time)


# ---- Printed results ----
def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


cm2 = 1e4
print("TESTS")
show("Largest path-sum error, 2D", 100 * max(path_errors), "%", ".2g")
show("Largest lateral spread of scaled ln p", lateral_spread)
show("2D boundary excess share, direct", direct_share)
show("2D share inferred by doubling grains", inferred_share)
show("Hexagon boundary fraction, counted", counted)
show("Hexagon boundary fraction, formula", boundary_fraction(0.1, 1.0))
show("Moving-boundary k/D at storage 0.3, simulated", simulated_rate)
show("Moving-boundary k/D at storage 0.3, formula", stefan_rate(0.3))
print("MODEL INPUTS")
show("Temperature", temperature, "K")
show("Outer O2 pressure", p_out / const.torr, "Torr")
show("Inner O2 pressure", p_in / const.torr, "Torr")
show("Boundary width", delta * 1e9, "nm")
show("Grain spacing", grain * 1e6, "um")
show("Boundary diffusivity", d_gb * cm2, "cm2/s")
show("Lattice diffusivity", d_lat * cm2, "cm2/s")
print("GROWTH")
show("ln(p_out/p_in)", log_ratio)
show("Boundary area fraction", boundary_fraction(delta, grain))
show("Mean = apparent lattice diffusivity", d_apparent * cm2, "cm2/s")
show("Apparent over true lattice diffusivity", d_apparent / d_lat)
show("Parabolic constant k", k * cm2, "cm2/s")
show("Thickness after 25 h", np.sqrt(2 * k * 25 * hour) * 1e6, "um")
show("Thickness after 100 h", thickness * 1e6, "um")
show("Lattice-only thickness after 100 h",
     np.sqrt(2 * k_lattice * run_time) * 1e9, "nm")
show("Growth exponent, constant grains", exponent_constant, "", ".5f")
show("k ratio, doubled over original grain spacing", k_double / k)
show("Inferred boundary excess share", excess_share, "", ".5f")
show("Thickness after 100 h, doubled spacing",
     np.sqrt(2 * k_double * run_time) * 1e6, "um")
print("CHANGING GRAINS")
show("Column widening per unit depth", widening)
show("Thickness after 100 h, widening", thickness_wide * 1e6, "um")
show("Growth exponent at 100 h, widening", exponent_wide)
show("Final spacing with coarsening", final_grain * 1e6, "um")
show("Thickness after 100 h, coarsening", thickness_coarse * 1e6, "um")
show("Late boundary-only exponent, widening", end_exponent(x_late, t_late))
show("Late boundary-only exponent, coarsening", late_exponent)
print("OTHER NEGLECTED EFFECTS")
show("Initial oxide thickness", initial_thickness * 1e9, "nm")
show("Its effect on 100 h thickness", 100 * initial_effect, "%")
show("Stored excess oxygen fraction", storage)
show("Storage reduction of k", 100 * storage_effect, "%")
show("Oxygen density in oxide", oxygen_density / 1e6, "cm^-3")
show("Mean ionic conductivity", ionic_conductivity / 100, "S/cm")
show("Electronic conductivity for 1% loss", electronic_needed / 100, "S/cm")
show("Needed O2 reaction probability at 50 nm", needed_probability)
show("Alloy diffusivity", alloy_diffusivity * cm2, "cm2/s")
show("Aluminium density in alloy", aluminium_density / 1e6, "cm^-3")
show("Aluminium surface depletion", 100 * depletion, "%")
show("Reduction of k by depletion", 100 * depletion_effect, "%")
show("Alloy diffusion length in 100 h", alloy_length * 1e3, "mm")
print("all good")
```

Printed output:

```
TESTS
Largest path-sum error, 2D: 0.0095 %
Largest lateral spread of scaled ln p: 0.2761
2D boundary excess share, direct: 0.4539
2D share inferred by doubling grains: 0.4539
Hexagon boundary fraction, counted: 0.19
Hexagon boundary fraction, formula: 0.19
Moving-boundary k/D at storage 0.3, simulated: 0.2736
Moving-boundary k/D at storage 0.3, formula: 0.2736
MODEL INPUTS
Temperature: 1400 K
Outer O2 pressure: 150 Torr
Inner O2 pressure: 1e-27 Torr
Boundary width: 1 nm
Grain spacing: 0.5 um
Boundary diffusivity: 1e-12 cm2/s
Lattice diffusivity: 1e-19 cm2/s
GROWTH
ln(p_out/p_in): 67.18
Boundary area fraction: 0.003996
Mean = apparent lattice diffusivity: 3.996e-15 cm2/s
Apparent over true lattice diffusivity: 3.996e+04
Parabolic constant k: 1.342e-13 cm2/s
Thickness after 25 h: 1.554 um
Thickness after 100 h: 3.109 um
Lattice-only thickness after 100 h: 15.55 nm
Growth exponent, constant grains: 0.50000
k ratio, doubled over original grain spacing: 0.5003
Inferred boundary excess share: 0.99947
Thickness after 100 h, doubled spacing: 2.199 um
CHANGING GRAINS
Column widening per unit depth: 0.1
Thickness after 100 h, widening: 2.85 um
Growth exponent at 100 h, widening: 0.4632
Final spacing with coarsening: 1 um
Thickness after 100 h, coarsening: 2.539 um
Late boundary-only exponent, widening: 0.3337
Late boundary-only exponent, coarsening: 0.2505
OTHER NEGLECTED EFFECTS
Initial oxide thickness: 50 nm
Its effect on 100 h thickness: 0.01293 %
Stored excess oxygen fraction: 0.0001
Storage reduction of k: 0.003333 %
Oxygen density in oxide: 7e+22 cm^-3
Mean ionic conductivity: 1.486e-09 S/cm
Electronic conductivity for 1% loss: 1.471e-07 S/cm
Needed O2 reaction probability at 50 nm: 3.774e-08
Alloy diffusivity: 1e-09 cm2/s
Aluminium density in alloy: 8e+21 cm^-3
Aluminium surface depletion: 8.47 %
Reduction of k by depletion: 0.1757 %
Alloy diffusion length in 100 h: 0.1897 mm
all good
```
